The Debye-Waller factor in the Debye model, with B for aluminium, part 1

(Sections cited here and not found follow in the second part.)

An electronic-structure calculation gives X-ray structure factors for atoms fixed on their lattice sites, while a measured Bragg intensity comes from atoms that vibrate. Before comparing the two one must decide how much to damp each reflection, whether cooling the crystal makes the damping negligible, and whether a classical estimate of the vibration is good enough at room temperature. For aluminium in the Debye model with Θ = 428 K, vibration leaves 93% of the (111) intensity at 300 K but only 34% of the (444) intensity. At absolute zero the (444) line still keeps only 69%. For a harmonic crystal of equivalent atoms on cubic sites, as in this model of aluminium, all three decisions hang on one number, B, and on its dependence on temperature.

Problem

A crystal has N atoms of mass M, one per primitive cell, on sites of cubic symmetry. The forces are harmonic and the crystal is in equilibrium at temperature T. Radiation of wavelength λ is scattered through the angle 2θ, and s = sinθ/λ. Boltzmann's constant is k, Planck's constant is h = 2πħ, and angle brackets are thermal averages.

(a) Show that the Bragg intensity is reduced by exp(−2Bs²), with B = 8π²⟨u_x²⟩, where u_x is one Cartesian component of the displacement of an atom.

(b) Show that in the Debye model with cutoff frequency ω_D = kΘ/ħ

B = (6h²/MkΘ)[φ(x)/x + 1/4], x = Θ/T, φ(x) = (1/x) ∫₀ˣ t dt/(eᵗ − 1).

The variable x = Θ/T has nothing to do with the subscript in u_x.

(c) Find the limits at low and high temperature.

(d) Evaluate B at 0 and 300 K for the chosen inputs M = 26.9815 u and Θ = 428 K, and the damping of the (111) and (444) reflections of an fcc lattice with a = 4.05 Å. These values are roughly those of aluminium; the Θ obtained from its low-temperature heat capacity is about 430 K, and 428 K is simply the value chosen here. The formula gives a B for aluminium only after Θ has been chosen, and the two variations examine that choice.

Hints

1. Diagonalise the force-constant matrix with real orthonormal eigenvectors. The crystal becomes a set of independent oscillators of mass M.

2. For one oscillator write the coordinate with a and a†, and use the geometric series for the Boltzmann sums.

3. To average exp[iη(a + a†)], move every a† to the left of every a. Then only ⟨a†ʳaʳ⟩ is needed.

4. The intensity contains ⟨exp[iQ·(u_l′ − u_l)]⟩. Ask which part of it survives when the sites are far apart.

5. Do not look for the eigenvectors. Sum ⟨u²⟩ over all sites and directions and use their normalisation.

6. Count plane waves with ω = vq, fix the constant by the total of 3N modes, and integrate the terms n̄ and 1/2 separately.

7. For large x expand 1/(eᵗ − 1) in powers of e^(−t); for small x expand t/(eᵗ − 1) in powers of t.

Solution

Step 1. Normal modes

Let u_lα be the displacement of atom l in direction α and p_lα its momentum. The harmonic Hamiltonian is

H = Σ_lα p_lα²/2M + ½ Σ_lα Σ_l′β Φ_lα,l′β u_lα u_l′β.

Φ is a matrix of second derivatives of the energy, so it is real and symmetric, of size 3N × 3N. It therefore has 3N real orthonormal eigenvectors e_j, with eigenvalues written Mω_j²:

Σ_l′β Φ_lα,l′β e_l′β,j = Mω_j² e_lα,j, Σ_lα e_lα,j e_lα,j′ = δ_jj′.

Define ξ_j = Σ_lα e_lα,j u_lα and P_j = Σ_lα e_lα,j p_lα. The matrix e is orthogonal, so the inverse relations are u_lα = Σ_j e_lα,j ξ_j and p_lα = Σ_j e_lα,j P_j. The commutator is [ξ_j, P_j′] = iħ Σ_lα e_lα,j e_lα,j′ = iħ δ_jj′. Orthonormality turns Σp² into ΣP², and the eigenvalue equation followed by orthonormality turns the potential energy into ½ΣMω_j²ξ_j². Hence

H = Σ_j (P_j²/2M + ½Mω_j²ξ_j²).

The terms commute, so exp(−H/kT) is a product of one factor per mode, and the average of a product of functions of different modes is the product of their averages. Periodic boundary conditions are assumed from here on (a free crystal would also have three rotations of zero frequency). Three modes then have ω = 0: they translate the whole crystal. They shift every atom equally and so cancel from u_l′ − u_l, the only combination that enters the intensity. They are omitted from all sums.

Step 2. One oscillator

For one mode ξ = √(ħ/2Mω)(a + a†), with [a, a†] = 1 and energies ħω(n + ½). Put z = exp(−ħω/kT). Since Σ_n zⁿ = 1/(1 − z), the probability of level n is (1 − z)zⁿ. From a|n⟩ = √n |n − 1⟩ applied r times,

⟨n|a†ʳaʳ|n⟩ = n(n − 1)…(n − r + 1),

which vanishes for n < r. The same product appears when zⁿ is differentiated r times, so

Σ_n n(n − 1)…(n − r + 1) zⁿ = zʳ (d/dz)ʳ [1/(1 − z)] = r! zʳ/(1 − z)^(r+1).

Multiplying by (1 − z),

⟨a†ʳaʳ⟩ = r! n̄ʳ, n̄ = z/(1 − z) = 1/(exp(ħω/kT) − 1). (1)

The case r = 1 identifies n̄ as the mean occupation. In (a + a†)² = aa + a†a† + aa† + a†a the first two terms change n and have no diagonal elements, and aa† = a†a + 1. Therefore

⟨ξ²⟩ = (ħ/2Mω)(2n̄ + 1) = (ħ/Mω)(n̄ + ½). (2)

Because 2n̄ + 1 = (1 + z)/(1 − z) = coth(ħω/2kT), this is also (ħ/2Mω)coth(ħω/2kT). The mean ⟨ξ⟩ is zero, since a and a† have no diagonal elements.

Step 3. The average of an exponential

The identity needed, for real η, is

exp[iη(a + a†)] = exp(−η²/2) exp(iηa†) exp(iηa). (3)

Call the right side G(η). Differentiating each of the three factors,

dG/dη = −ηG + ia†G + exp(−η²/2) exp(iηa†) (ia) exp(iηa).

In the last term a must be moved to the left. From [a, a†] = 1 it follows by induction that [a, a†ᵐ] = m a†^(m−1), and summing the exponential series gives [a, exp(iηa†)] = iη exp(iηa†). Rearranged, exp(iηa†) a = (a − iη) exp(iηa†). The last term is then i(a − iη)G = iaG + ηG. The terms ∓ηG cancel and

dG/dη = i(a + a†)G, G(0) = 1.

The left side of (3) obeys the same first-order equation with the same starting value, so the two are equal.

Expand both exponentials in G. A term a†ʳaᵐ has diagonal elements only for r = m, and (iη)^(2r) = (−η²)ʳ. With (1),

⟨exp(iηa†) exp(iηa)⟩ = Σ_r (−η²)ʳ r! n̄ʳ/(r!)² = Σ_r (−η²n̄)ʳ/r! = exp(−η²n̄).

So ⟨exp[iη(a + a†)]⟩ = exp[−η²(n̄ + ½)]. For exp(icξ) with real c, η² = c²ħ/2Mω, and by (2) η²(n̄ + ½) = ½c²⟨ξ²⟩:

⟨exp(icξ)⟩ = exp(−½c²⟨ξ²⟩).

Now let X = Σ_j c_j ξ_j be any real linear combination of displacements. The ξ_j commute and the modes are independent, so ⟨exp(iX)⟩ = Π_j exp(−½c_j²⟨ξ_j²⟩). Also ⟨ξ_jξ_j′⟩ = ⟨ξ_j⟩⟨ξ_j′⟩ = 0 for j ≠ j′, so ⟨X²⟩ = Σ_j c_j²⟨ξ_j²⟩. Together,

⟨exp(iX)⟩ = exp(−½⟨X²⟩). (4)

This is exact for harmonic forces, however large ⟨X²⟩ is. It is not a small-displacement expansion of the exponential; it says that the displacement has a Gaussian distribution at every temperature.

Step 4. Scattering, part (a)

Three assumptions enter here. The wave is scattered once only. Each atom carries its electron cloud rigidly, so that it scatters with a fixed form factor f(Q). The energy of the photon is so far above phonon energies that the scattered wavelength is λ whatever the crystal absorbs. With incoming and outgoing wave vectors K and K′ and Q = K − K′, an atom at r contributes the phase exp(iQ·r), and the amplitude operator is

A = f Σ_l exp[iQ·(R_l + u_l)].

The detector does not resolve the final state of the crystal. Summing |⟨final|A|initial⟩|² over a complete set of final states gives ⟨initial|A†A|initial⟩, and the thermal average over initial states gives

I = |f|² Σ_ll′ exp[iQ·(R_l′ − R_l)] ⟨exp[iQ·(u_l′ − u_l)]⟩.

The two exponentials of displacements were joined because displacements commute. Apply (4) with X = Q·u_l′ − Q·u_l. All sites are equivalent under translation, so ⟨(Q·u_l)²⟩ is the same for each; call it 2W. With C_ll′ = ⟨(Q·u_l)(Q·u_l′)⟩,

½⟨X²⟩ = ½(2W + 2W − 2C_ll′) = 2W − C_ll′.

Write exp(C) = 1 + [exp(C) − 1]:

I = |f|² exp(−2W) |Σ_l exp(iQ·R_l)|² + |f|² exp(−2W) Σ_ll′ exp[iQ·(R_l′ − R_l)][exp(C_ll′) − 1].

The first term is the pattern of the rigid lattice, equal to N² at a reciprocal-lattice vector, multiplied by exp(−2W). The peaks are weakened but not broadened.

The second term gives no such peak provided C dies away with distance, and it does. In a periodic crystal the modes come in pairs proportional to cos(q·R_l) and sin(q·R_l) with the same frequency, and cos·cos + sin·sin = cos[q·(R_l − R_l′)]. (At the few q equivalent to −q the sine vanishes on every site, and the cosine alone gives the same result.) So C is the mode sum for 2W with each term multiplied by cos(q·R), where R is the separation. At large R only small q escape cancellation. There ω = vq and n̄ + ½ ≈ kT/ħω, so ⟨ξ²⟩ ≈ kT/Mv²q². Taking one speed v for all directions and all three branches in this estimate, so that the factors (Q·e)² of the three polarisations sum to Q² for every q, the angular average of cos(q·R) is sin(qR)/qR, the q² of the volume element cancels the 1/q², and ∫dq sin(qR)/qR is 1/R times a pure number. Unequal speeds make the coefficient of 1/R depend on the direction of R but leave the power of R unchanged, because ⟨ξ²⟩ still scales as 1/q² along every direction. At T = 0, ⟨ξ²⟩ = ħ/2Mvq instead, the integral becomes ∫q dq sin(qR)/qR = (1/R)∫sin(qR) dq, which is of order 1/R², and C falls faster still. With C ∝ 1/R in a crystal of size L ∝ N^(1/3), the double sum is at most of order N ∫R² dR/R ∝ NL² ∝ N^(5/3), which is negligible against the peak height N². This term is the thermal diffuse scattering, which receives the intensity lost from the peaks. It is not negligible in an intensity integrated over a finite window around the reciprocal-lattice vector: the peak has height N² and volume proportional to 1/N, so both terms then contribute in proportion to N. To first order in C, which is accurate when 2W is small and otherwise only for a small enough window, their ratio is the part of 2W that comes from modes with q inside the window, so a measured high-order reflection must be corrected for it before exp(−2W) is applied.

A Bragg intensity is damped by exp(−2W), hence an amplitude by exp(−W), which by (4) equals ⟨exp(iQ·u_l)⟩.

Cubic symmetry simplifies 2W = Σ_αβ Q_αQ_β⟨u_αu_β⟩. The averages ⟨u_αu_β⟩ are unchanged by any operation that maps the crystal on itself and leaves the site fixed. Every cubic site has twofold rotations about the cube axes and a threefold rotation about the body diagonal. The twofold rotation about z reverses u_x and u_y and keeps u_z, so ⟨u_xu_z⟩ and ⟨u_yu_z⟩ equal their own negatives and vanish; the rotation about x disposes of ⟨u_xu_y⟩ in the same way. The threefold rotation permutes the axes, so the diagonal elements are equal. Thus ⟨u_αu_β⟩ = δ_αβ⟨u_x²⟩ and

W = ½Q²⟨u_x²⟩.

With |K| = |K′| = 2π/λ and the angle 2θ between them, Q² = 2|K|²(1 − cos 2θ) = 4|K|² sin²θ, so |Q| = 4π sinθ/λ = 4πs. Then W = ½·16π²s²⟨u_x²⟩:

W = Bs², B = 8π²⟨u_x²⟩. (5)

Two factors need care here. Structure factors carry exp(−Bs²) and intensities exp(−2Bs²). And ⟨u_x²⟩ is one component: the full mean square is ⟨u²⟩ = 3⟨u_x²⟩, so B = (8π²/3)⟨u²⟩.

Step 5. The mean square as a sum over frequencies

From u_lα = Σ_j e_lα,j ξ_j and the vanishing of cross terms, ⟨u_lα²⟩ = Σ_j e²_lα,j ⟨ξ_j²⟩. Sum over all l and α. On the left all 3N terms equal ⟨u_x²⟩. On the right Σ_lα e²_lα,j = 1. With (2),

⟨u_x²⟩ = (1/3N) Σ_j (ħ/Mω_j)(n̄_j + ½) = (ħ/3NM) ∫ g(ω) (n̄ + ½) dω/ω, (6)

where g(ω)dω is the number of modes in dω and ∫g dω = 3N (the three omitted modes are negligible in this count, but at T > 0 the gap they leave at q = 0 lowers ⟨u_x²⟩ of a finite periodic crystal by a fraction of order N^(−1/3)). Only the frequencies matter. Equation (6) is exact for the harmonic crystal; the factor 1/ω, which becomes 1/ω² when n̄ is large, gives a soft mode more weight than a stiff one.

Step 6. The Debye spectrum

In a periodic cube of side L and volume V the allowed wave vectors are spaced 2π/L along each axis, so there are V/(2π)³ per unit volume of q space. For a branch with ω = vq the modes below ω fill a sphere of radius ω/v, and their number is [V/(2π)³](4π/3)(ω/v)³. Its derivative is Vω²/2π²v³. Three branches give

g(ω) = γω², γ = (V/2π²) Σ_branches 1/v³,

with 1/v³ averaged over directions if v depends on direction. This becomes exact in the limit of low frequency. The Debye model extends it up to a single cutoff ω_D, above which g = 0, and fixes the cutoff by the number of modes: γω_D³/3 = 3N. Therefore

g(ω) = 9Nω²/ω_D³ for ω < ω_D. (7)

The sound speeds survive only through ω_D. Beyond harmonic forces, the three scattering assumptions of step 4 and the limit of a large crystal, this is the only further approximation on the way to (8), and its error is not estimated here.

Step 7. The integral, part (b)

Insert (7) in (6). The constants give 9N/3N = 3, and ω²/ω = ω:

⟨u_x²⟩ = (3ħ/Mω_D³) ∫₀^(ω_D) ω (n̄ + ½) dω.

The zero-point term is ½·ω_D²/2 = ω_D²/4. In the thermal term put t = ħω/kT. The upper limit becomes ħω_D/kT = Θ/T = x, so ω = ω_D t/x and ω dω = (ω_D/x)² t dt:

∫₀^(ω_D) ω n̄ dω = (ω_D²/x²) ∫₀ˣ t dt/(eᵗ − 1) = ω_D² φ(x)/x.

The last step uses the definition, in which the integral equals xφ(x). Both terms carry ω_D², leaving 3ħ/Mω_D in front, and ω_D = kΘ/ħ makes this 3ħ²/MkΘ:

⟨u_x²⟩ = (3ħ²/MkΘ)[φ(x)/x + 1/4].

Multiply by 8π². Since ħ² = h²/4π², 24π²ħ² = 6h², and

B = (6h²/MkΘ)[φ(x)/x + 1/4]. (8)

The function φ has a single power of t in the integrand. It is not the Debye function of the thermal energy, which has t³. In atomic units ħ = 1 but h = 2π, so the prefactor is 24π²/(Mω_D) bohr², with M in electron masses and ω_D = kΘ in hartree. Setting h = 1 loses a factor 4π².

The Bragg intensity is damped by exp(−2Bs²), and equation (8) gives B in the Debye model. What remains is to find its low- and high-temperature limits, evaluate it for aluminium, and examine the choice of Θ.
